\section*{The Scharifker–Hills Transient for Progressive Nucleation under Diffusion Control}

\section{Nuclei that all start together}

Let $N_0$ nuclei per unit area appear on an inert, flat electrode at $t=0$, when a potential step brings the ion concentration at the surface of every nucleus to zero. All nuclei then have the same age $t$, and the current can be built from three simple pieces: one isolated nucleus, a plane, and the overlap of random discs.

The bulk concentration of the depositing ion is $c$, its diffusivity $D$, and each ion takes up $z$ electrons. One mole of ions yields the deposit volume $V$; for one atom per ion, $V=M/\rho$ with molar mass $M$ and density $\rho$. Cathodic current is counted positive. Supporting electrolyte suppresses migration, the solution is at rest, and all the current is deposition current.

\subsection{One hemisphere}

Around a hemisphere of radius $r$ the steady concentration at distance $R$ from its centre is $c(1-r/R)$. It vanishes at $R=r$, tends to $c$ far away, satisfies Laplace's equation, and has no flux into the inert plane. The inward molar flux at the surface is therefore $Dc/r$. Equating the growth of the volume $2\pi r^3/3$ to the volume delivered gives
\begin{equation}
2\pi r^2\frac{dr}{dt}=V\,2\pi r^2\,\frac{Dc}{r}
\;\Rightarrow\; r\frac{dr}{dt}=DcV
\;\Rightarrow\; r=(2DcVt)^{1/2},
\label{radius}
\end{equation}
with $r(0)=0$. The current is $zF$ times area times flux:
\begin{equation}
I_1(t)=zF\,2\pi r^2\frac{Dc}{r}=2\pi zFDc\,(2DcVt)^{1/2}.
\label{single}
\end{equation}
It rises with age because the droplet's area grows faster than its flux density falls. The steady profile may be used if $r$ is small compared with the distance $(\pi Dt)^{1/2}$ over which diffusion has acted. By \eqref{radius} their ratio is $(2cV/\pi)^{1/2}$, so the condition is $(cV)^{1/2}\ll1$.

\subsection{The plane and the equivalent disc}

For a plane held at zero concentration, try $c(x,t)=c\,f(\xi)$ with $\xi=x/(4Dt)^{1/2}$. Then $\partial_t f=-(\xi/2t)f'$ and $\partial_x^2f=f''/(4Dt)$, so the diffusion equation becomes $f''=-2\xi f'$. With $f(0)=0$ and $f(\infty)=1$ the solution is $f=\operatorname{erf}\xi$, whose slope at $\xi=0$ is $2/\sqrt\pi$. Hence
\begin{equation}
j_C(t)=zFD\,\frac{2}{\sqrt\pi}\frac{c}{(4Dt)^{1/2}}
=\frac{zFDc}{(\pi Dt)^{1/2}}
=zFc\left(\frac{D}{\pi t}\right)^{1/2}.
\label{cottrell}
\end{equation}
This is the Cottrell current density; $(\pi Dt)^{1/2}$ is the thickness of the equivalent linear diffusion layer.

Each nucleus is now replaced by a disc of the plane that would draw the same current. Its area is
\begin{equation}
S=\frac{I_1(t)}{j_C(t)}=2\pi(2DcVt)^{1/2}(\pi Dt)^{1/2}=\pi kDt,
\qquad k=(8\pi cV)^{1/2},
\label{disc}
\end{equation}
since $2(2\pi cV)^{1/2}=(8\pi cV)^{1/2}$. The disc expresses a current as an area. It is neither the metal's footprint nor the whole region from which the ions come, which is much wider.

\subsection{Overlap and the first peak}

Where discs overlap, the same part of the planar current would be counted twice. Place $N_0\mathcal A$ discs independently on a large area $\mathcal A$. A given point is missed by all of them with probability $(1-S/\mathcal A)^{N_0\mathcal A}\to e^{-N_0S}$. The closure assumption of the model is that the covered fraction draws the planar current density:
\begin{equation}
j=j_C(t)\left(1-e^{-N_0\pi kDt}\right).
\label{inst}
\end{equation}
Let $x=N_0\pi kDt$. Then $j\propto x^{-1/2}(1-e^{-x})$, and a vanishing derivative requires
\begin{equation}
-\tfrac12x^{-3/2}(1-e^{-x})+x^{-1/2}e^{-x}=0
\;\Rightarrow\; e^x=1+2x .
\end{equation}
The positive root is $x=1.2564$. From \eqref{cottrell} and \eqref{inst}, $j_m^2t_m=D(zFc)^2(1-e^{-x})^2/\pi=0.1629\,D(zFc)^2$. The density $N_0$ fixes when the peak comes, but drops out of the product.

\section{Nuclei that keep appearing}

In progressive nucleation, nuclei appear at random places at a constant rate $a$ per unit area and time. If there are $N_\infty$ sites per area, each activated at rate $A$, then $a=AN_\infty$, provided few sites are used up during the transient, $At\ll1$.

A nucleus born at time $u$ has age $t-u$ and draws $I_1(t-u)$. The planar layer, in contrast, is taken as common to the whole electrode and dated from the step, with thickness $(\pi Dt)^{1/2}$. This is the Scharifker--Hills closure. The equivalent disc is
\begin{align}
S(t,u)=\frac{I_1(t-u)}{j_C(t)}
&=2\pi\,[2DcV(t-u)]^{1/2}(\pi Dt)^{1/2}\nonumber\\
&=\pi kD\,[t(t-u)]^{1/2}.
\label{discu}
\end{align}
The summed disc area per unit electrode area, overlaps counted repeatedly, is the extended coverage. With $\int_0^t(t-u)^{1/2}du=\tfrac23t^{3/2}$,
\begin{equation}
\theta=a\int_0^tS(t,u)\,du=\tfrac23\pi kDa\,t^2
=\tfrac12\pi k'Da\,t^2,\qquad k'=\tfrac43k .
\label{theta}
\end{equation}
The factor $4/3$ thus comes from combining two clocks, the age of the nucleus and the time since the step. Had the disc been $\pi kD(t-u)$, the integral would have given $\tfrac12\pi kDat^2$.

Births in separate intervals $du$ are independent, and those of one interval miss a point with probability $e^{-aS(t,u)du}$. The product over all intervals is $e^{-\theta}$, so
\begin{equation}
j(t)=zFc\left(\frac{D}{\pi t}\right)^{1/2}
\left[1-\exp\left(-\tfrac12\pi k'Da\,t^2\right)\right].
\label{sh}
\end{equation}

\subsection{Two limits}

For $\theta\ll1$ the bracket is $\theta$ to leading order, and \eqref{theta} with \eqref{discu} gives
\begin{equation}
j\simeq j_C\theta=a\int_0^tI_1(t-u)\,du
=\tfrac{4\pi}{3}\,a\,zFDc\,(2DcV)^{1/2}\,t^{3/2}.
\label{early}
\end{equation}
This is the sum of the currents of isolated nuclei: one factor $t$ comes from their growing number and $t^{1/2}$ from their growth. The next term of the exponential lowers $j$ by the relative amount $\theta/2$.

For $\theta\gg1$ the bracket tends to one and $j\to j_C$. Within this closure the electrode then behaves as a uniformly absorbing plane, and the current no longer tells how many nuclei it carries. A rise as $t^{3/2}$ followed by a fall as $t^{-1/2}$ implies a maximum in between.

\subsection{The peak and the invariant product}

Write $x=\beta t^2$ with $\beta=\tfrac12\pi k'Da$. From \eqref{sh}, $j\propto t^{-1/2}(1-e^{-\beta t^2})$, and
\begin{equation}
\frac{dj}{dt}\propto-\tfrac12t^{-3/2}(1-e^{-x})+2\beta t^{1/2}e^{-x}
=\tfrac12t^{-3/2}e^{-x}\left(1+4x-e^x\right).
\label{deriv}
\end{equation}
The function $g(x)=e^x-1-4x$ is convex, with $g(0)=0$ and $g'(0)=-3$. It is first negative and crosses zero once for $x>0$. There $dj/dt$ changes from positive to negative, so the transient has a single maximum, at
\begin{equation}
e^x=1+4x .
\label{root}
\end{equation}
Setting $y=-(x+\tfrac14)$ turns this into $ye^y=-\tfrac14e^{-1/4}$. The solution $y=-\tfrac14$ is the trivial root $x=0$; the other real branch of the Lambert function gives
\begin{equation}
x_m=-\tfrac14-W_{-1}\left(-\tfrac14e^{-1/4}\right)=2.3367 .
\end{equation}
The peak time and height follow:
\begin{equation}
t_m=\left(\frac{2x_m}{\pi k'Da}\right)^{1/2},\qquad
j_m=zFc\left(\frac{D}{\pi t_m}\right)^{1/2}(1-e^{-x_m}).
\label{peak}
\end{equation}
Squaring $j_m$ and multiplying by $t_m$ removes the peak time. By \eqref{root}, $1-e^{-x_m}=4x_m/(1+4x_m)=0.9034$, and therefore
\begin{equation}
j_m^2t_m=\frac{D(zFc)^2}{\pi}\left(\frac{4x_m}{1+4x_m}\right)^2
=0.2598\,D(zFc)^2 .
\label{product}
\end{equation}
For an electrode of area $\mathcal A$ and total current $I=j\mathcal A$ this reads $I_m^2t_m/\mathcal A^2=0.2598\,D(zFc)^2$.

The rate $a$ and the volume $V$ enter \eqref{sh} through $\beta$ alone, which sets the time scale. Faster nucleation makes the peak earlier, $t_m\propto a^{-1/2}$, and higher, $j_m\propto a^{1/4}$, at fixed product. Within the model, a measured peak gives $D$ from \eqref{product} without knowledge of $a$, and $a$ then follows from $t_m$.

Dividing \eqref{sh} by its peak value and using $\beta t^2=x_m(t/t_m)^2$ gives a curve without parameters:
\begin{equation}
\left(\frac{j}{j_m}\right)^2=1.2254\,\frac{t_m}{t}
\left[1-e^{-2.3367(t/t_m)^2}\right]^2,
\label{reduced}
\end{equation}
where $1.2254=(1-e^{-x_m})^{-2}$.

If nuclei form on uncovered area alone and that area is estimated by $e^{-\theta}$, their final density is
\begin{equation}
n=a\int_0^\infty e^{-\beta t^2}dt=\frac a2\left(\frac{\pi}{\beta}\right)^{1/2}
=\left(\frac{a}{2k'D}\right)^{1/2}.
\label{nsat}
\end{equation}

\section{Mercury droplets on carbon}

Take mercury deposited from $\mathrm{Hg_2^{2+}}$ on inert carbon. Each ion takes two electrons and yields two atoms, so $z=2$ and $V$ is twice the molar volume of mercury, roughly $2\times15=30\ \mathrm{cm^3/mol}$. Let $D=10^{-5}\ \mathrm{cm^2/s}$, $c=10\ \mathrm{mM}=10^{-5}\ \mathrm{mol/cm^3}$ and $a=10^7\ \mathrm{cm^{-2}s^{-1}}$. Then $cV=3.0\times10^{-4}$, $k=(8\pi cV)^{1/2}=0.0868$ and $k'=0.1158$. Equation \eqref{peak} gives
\begin{equation}
t_m=\left(\frac{2\times2.3367}{\pi\times0.1158\times10^{-5}\times10^7}\right)^{1/2}\mathrm{s}
=0.358\ \mathrm{s}.
\end{equation}
With $D(zFc)^2=37.24\ \mathrm{mA^2\,s/cm^4}$,
\begin{equation}
j_m=\left(\frac{0.25975\times37.238}{0.35845}\right)^{1/2}\frac{\mathrm{mA}}{\mathrm{cm^2}}
=5.19\ \mathrm{mA/cm^2}.
\end{equation}
Summing the currents \eqref{single} numerically over birth times, applying the overlap law and searching for the maximum gives the same ratio, $j_m^2t_m/[D(zFc)^2]=0.2598$.

At $t/t_m=0.25$, $0.5$, $1$, $2$ and $4$ the current density is $1.56$, $3.60$, $5.19$, $4.07$ and $2.88\ \mathrm{mA/cm^2}$. At $0.01\,t_m$ it is $0.99988$ of the isolated sum \eqref{early}; the predicted deficit is $\theta/2=2.3367\times10^{-4}/2=1.2\times10^{-4}$.

The lengths show what causes the peak. Growing alone, the oldest droplet would reach radius $r=0.46\ \mathrm{\mu m}$ at $t_m$; competition for ions makes it somewhat smaller. Equation \eqref{nsat} gives $n=2.08\times10^6\ \mathrm{cm^{-2}}$, a mean spacing $n^{-1/2}=6.9\ \mathrm{\mu m}$. Even if all $n$ droplets had this radius $r$, they would cover about $n\pi r^2=1.4\%$ of the carbon. The current turns over because the droplets compete for ions, long before the metal coalesces. The diffusion layer, $33.6\ \mathrm{\mu m}$, is about five times the spacing, so the concentration far from the electrode is nearly planar by then. This does not yet make the electrode a fully absorbing plane: ions must still converge on small, sparse droplets, which adds a diffusion resistance like that of a layer of order $1/(2\pi nr)\approx17\ \mathrm{\mu m}$, a rough estimate that gives all $n$ droplets the radius $r$. Near the peak the planar current density therefore remains an assumption of the closure.

\section{How firm is the constant?}

\subsection{The choice of closure}

Equation \eqref{product} is a result of the closure, not of the full three-dimensional diffusion problem. To see how much depends on it, let each disc be sized by its own age, $\pi kD(t-u)$, so that the extended coverage is $\theta_a=\tfrac12\pi kDat^2=\tfrac34\theta$. Choose the layer thickness so that the isolated sum $j_C\theta$ is kept at short times. The planar density must then be $j_C\theta/\theta_a=\tfrac43j_C$, and
\begin{equation}
j_a(t)=\tfrac43\,j_C(t)\left(1-e^{-\theta_a}\right).
\label{age}
\end{equation}
Since $\theta_a\propto t^2$, the peak condition is again \eqref{root}, and the product is multiplied by $(4/3)^2$, giving $0.4618$. A diffusivity inferred from the same peak would be $9/16$ of the Scharifker--Hills value. At late times, however, \eqref{age} exceeds the current of a fully absorbing plane by the factor $4/3$. Equation \eqref{sh} satisfies both limits, which is a reason to prefer it, though not a proof of its accuracy near the peak.

\subsection{Where births are allowed}

The overlap law holds for discs born anywhere, including inside older discs. In a depleted zone nucleation should be suppressed. A simple rule forbids births inside existing discs. It is not a model of the depletion itself: at the edge of an isolated disc born at $t=0$ the concentration is only slightly below the bulk value. For the mercury bath the steady profile would give the fraction $(2cV/k)^{1/2}=8\%$, and the time-dependent profile derived below gives $6.5\%$. Leaving out the hidden births would be harmless if their discs stayed hidden, but they do not: by \eqref{discu} a disc's radius grows as $(t-u)^{1/4}$ just after birth, infinitely fast at first, so one born just inside an older edge overruns it.

A simulation of random discs on a periodic square measures the effect of this rule. It used ten runs with 2000 births per unit of the scaled time $\theta^{1/2}$. Births everywhere reproduced $1-e^{-\theta}$ to within $0.005$ in coverage and gave the constant $0.261$. Births on free area alone gave $0.253$, about $3\%$ lower, with a coverage deficit of at most $0.025$. Both constants carry a sampling error of about $0.002$: the first should be $0.2598$, and with more births and runs the second settles at $0.251$. Lower coverage leaves more room, and the number of accepted births was $1.04$ times the estimate \eqref{nsat}.

\subsection{Exhaustion of sites}

With finite $A$ the birth rate is $ae^{-Au}$. For $N_\infty=10^8\ \mathrm{cm^{-2}}$ and the same initial $a$, $A=0.10\ \mathrm{s^{-1}}$ and $At_m=0.036$; the constant falls to $0.2592$. In the opposite regime all sites fire at once and \eqref{inst} applies. A case with $At_m=257$ gave $0.1633$, close to the limit $0.1629$. A value between the two limits can therefore arise from site exhaustion, but does not by itself prove it, since other effects also lower the product.

\subsection{The real cell}

The concentration, diffusivity and molar volume above are rough values typical of an aqueous bath. The nucleation rate is a choice; real rates depend strongly on overpotential and on the carbon surface. Mercury does not wet carbon, so real droplets are more than hemispheres. For a cap of fixed contact angle, the steady current is proportional to its radius and its volume to the radius cubed, so $I_1\propto t^{1/2}$ still holds. The angle changes $k'$ and $t_m$, but not \eqref{product}.

The same reasoning disposes of the steady-profile approximation. With a moving boundary the concentration depends on $s=R/(Dt)^{1/2}$ alone and obeys $c''+(2/s+s/2)c'=0$, so $c'\propto e^{-s^2/4}/s^2$. Writing the radius as $s_0(Dt)^{1/2}$, the growth condition $s_0/2=Vc'(s_0)$ becomes
\begin{equation}
\frac{s_0^3}{2}\int_{s_0}^{\infty}\frac{e^{-s^2/4}}{s^2}\,ds=cV\,e^{-s_0^2/4},
\end{equation}
if the small displacement of liquid by the deposit is ignored. For this bath $s_0$ lies $1.1\%$ above the value $(2cV)^{1/2}$ of \eqref{radius}. The current, proportional to the rate of change of volume, rises by $1.011^3-1\approx3.3\%$ at every age. This rescales $k'$ and leaves the product unchanged.

Ohmic loss does change it. For a resistance of $1\ \Omega\,\mathrm{cm^2}$ the drop at the ideal peak current is $5.2\ \mathrm{mV}$. If $\ln a$ rises with overpotential at the assumed slope $3F/RT=117\ \mathrm{V^{-1}}$, this drop would multiply the nucleation rate by $e^{-0.61}\approx0.54$. The slower nucleation in turn lowers the current and the drop. Solving for current and rate together gives the constant $0.2503$, about $4\%$ below the ideal value.

Other neglected effects have these scales:
\begin{itemize}
\item Double-layer charging, at $20\ \mathrm{\mu F/cm^2}$ and the same resistance, takes $20\ \mathrm{\mu s}$, far less than $t_m$.
\item At $200\ \mathrm{mV}$ overpotential the Nernst equation gives a surface concentration of $1.7\times10^{-7}$ of the bulk value. This is the limit of infinitely fast charge transfer.
\item For an assumed forward rate constant $k_f=10\ \mathrm{cm/s}$, charge transfer strongly limits the current of droplets with radii up to about $D/k_f=10\ \mathrm{nm}$. For larger ones the surface concentration is about $D/(k_fr)$ of the bulk value, or $2\%$ for the oldest droplet at the peak. Within the closure this raises the product by about $0.5\%$ and delays the peak by about $4\%$.
\item Migration has the scale $zc/c_{\mathrm{support}}=2\%$ in $1\ \mathrm M$ support.
\item The diffusion layer at the peak is $0.17$ of an assumed $200\ \mathrm{\mu m}$ convection layer; much slower transients would reach it.
\end{itemize}

For these numbers the corrections computed within the Scharifker--Hills closure change the product by a few per cent at most, whereas the change of closure alters it by $78\%$. A diffusivity obtained from \eqref{product} is therefore best compared with one from the late measured current, which tends to \eqref{cottrell} once the electrode acts as a fully absorbing plane. The approach can be slow, because ions left uncollected while the nuclei were few and small still feed the later current. At a few $t_m$ they can hold $jt^{1/2}$ above its limit, where it may pass through a flat maximum. A rough estimate treats the droplets as a smeared sink, of strength $2\pi D$ times the sum of their radii per unit area, fed by planar diffusion. For the mercury bath with births at the rate $ae^{-\theta}$ it gives an excess of $8\%$ near $4t_m$ and a peak constant of $0.240$; with births at the undiminished rate $a$ it gives $29\%$ near $2t_m$ and $0.42$. In both cases the excess is still $3\%$ at $30\,t_m$. A short stretch of constant $jt^{1/2}$ is therefore no proof that the limit has been reached; the value should be followed to times as late as convection allows. The numerical output below lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
Planar flux, numerical/formula: 1.00007
Peak root x: 2.3367
Coverage at peak 1-exp(-x): 0.9034
Progressive constant: 0.2598
Instantaneous root and constant: 1.2564, 0.1629
Reduced-curve prefactor: 1.2254
EXAMPLE: Hg from Hg2(2+), rough inputs
D = 1.0e-05 cm2/s; c = 10 mM; z = 2
V per mole of ions = 30 cm3/mol; cV = 3.0e-04
Nucleation rate a = 1.0e+07 cm^-2 s^-1
k = 0.0868; k' = 0.1158
Peak time t_m = 0.3584 s
Peak current density j_m = 5.195 mA/cm2
j_m^2 t_m = 9.673 mA2 s/cm4
D(zFc)^2 = 37.238 mA2 s/cm4
Ratio from summed nuclei = 0.2598
Oldest droplet radius at t_m = 0.464 um
Diffusion layer at t_m = 33.6 um
Saturation nucleus density (Poisson) = 2.078e+06 cm^-2
Mean spacing n^(-1/2) = 6.94 um
t/t_m = 0.25: t = 0.0896 s, j = 1.563 mA/cm2
t/t_m = 0.50: t = 0.1792 s, j = 3.598 mA/cm2
t/t_m = 1.00: t = 0.3584 s, j = 5.195 mA/cm2
t/t_m = 2.00: t = 0.7169 s, j = 4.066 mA/cm2
t/t_m = 4.00: t = 1.4338 s, j = 2.875 mA/cm2
j/isolated sum at 0.01 t_m = 0.999883
j/planar current at 4 t_m = 1.000000
NEGLECTED EFFECTS AND CLOSURE
Transient growth: radius shift = +1.10 %
Sites 1e+08 cm^-2: A = 0.10 1/s, A t_m = 0.0358
  constant with site exhaustion = 0.2592
Fast-nucleation check, A t_m = 257: constant = 0.1633
Resistance 1.0 ohm cm2: drop at peak = 5.19 mV
  d ln a/d(overpotential) = 3 F/RT = 116.8 1/V
  constant with ohmic loss = 0.2503
Charging time at 20 uF/cm2 = 20 us
Surface/bulk conc. at 200 mV, 298.15 K = 1.7e-07
Kinetic length D/kf at kf = 10 cm/s: 10 nm
Migration scale z c/c_support at 1 M = 2.0 %
Layer / 200 um convection layer = 0.168
Monte Carlo: 10 runs, 2000 births per unit tau
  largest coverage error of Poisson law = 0.0050
  constant, births everywhere = 0.261
  constant, births only on free area = 0.253
  largest coverage deficit, free-area births = 0.025
  accepted births / Poisson estimate = 1.039
Age-based closure: constant = 0.4618
  its late current / planar current = 1.3333
\end{verbatim}
